# Why coarse k-meshes overbind excitons: the supercell and the Coulomb head

## What goes wrong

Take an exciton whose binding energy should be 136 meV and compute it from the Bethe-Salpeter equation on a 3×3×3 mesh of k-points. With the Coulomb singularity replaced by the Madelung term derived below, the model returns 527 meV. Halve the reduced mass, which should halve the binding, and the answer moves by about one per cent. The number responds to the mesh and the dielectric constant, and hardly to the exciton.

The cause is a finite-size effect. A k-mesh describes an electron-hole pair in a periodic box. The Coulomb term at zero wavevector diverges and must be replaced by a finite number, which shifts every pair level down by an amount inversely proportional to the box length. If the mesh contains the band edge and the box is only a few exciton radii wide or smaller, this shift is nearly all of the apparent binding energy.

The replacement is essential to the statement. If the divergent term is simply dropped, the meshes studied here underbind.

## The model and its mesh

Consider one parabolic valence band and one parabolic conduction band, with a direct gap at \(\mathbf k=0\), in a simple cubic crystal of lattice constant \(a\). The pair has reduced mass \(\mu\) and zero total momentum. Its attraction is screened by a static, isotropic constant \(\varepsilon\). Electron-hole exchange and the coupling to de-excitations are left out. In Hartree atomic units, with energies measured from the gap, the equation for the pair amplitude \(A\) is

\[
\frac{k^2}{2\mu}A(\mathbf k)-\int\!\frac{d^3k'}{(2\pi)^3}\,\frac{4\pi}{\varepsilon|\mathbf k-\mathbf k'|^2}\,A(\mathbf k')=-B\,A(\mathbf k).
\]

Here \(B>0\) is the binding energy. If \(\mathbf k\) is unrestricted, this is the hydrogen problem with

\[
a_X=\frac{\varepsilon}{\mu},\qquad B_X=\frac{\mu}{2\varepsilon^2}=\frac{1}{2\varepsilon a_X},\qquad \psi(r)=\frac{e^{-r/a_X}}{\sqrt{\pi a_X^3}} .
\]

An \(N\times N\times N\) mesh that contains \(\mathbf k=0\) divides the Brillouin zone, of volume \((2\pi/a)^3\), into cells of volume \((2\pi/L)^3\), where \(L=Na\). The integral \(\int d^3k'/(2\pi)^3\) therefore becomes \(V^{-1}\sum_{\mathbf k'}\) with \(V=L^3\), and the matrix to be diagonalized is

\[
H_{\mathbf k\mathbf k'}=\frac{k^2}{2\mu}\,\delta_{\mathbf k\mathbf k'}-\frac{4\pi}{\varepsilon V|\mathbf k-\mathbf k'|^2}\quad(\text{second term for }\mathbf k\neq\mathbf k').
\]

The missing diagonal term is the subject of what follows.

## The mesh is a periodic box

The mesh wavevectors are \(\mathbf k=2\pi\mathbf n/L\) with integer \(\mathbf n\), so the waves \(e^{i\mathbf k\cdot\mathbf r}/\sqrt V\) in the electron-hole separation \(\mathbf r\) all repeat with period \(L\). In this basis the kinetic energy is diagonal, and the second term of \(H\) is the matrix element of \(-v(\mathbf r)/\varepsilon\), where

\[
v(\mathbf r)=\frac1V\sum_{\mathbf q\neq0}\frac{4\pi}{q^2}\,e^{i\mathbf q\cdot\mathbf r}.
\]

The mesh matrix is thus the Hamiltonian of a pair in a periodic box of side \(L\), in a plane-wave basis cut off at the zone boundary. Refining the mesh enlarges the box; the cutoff stays at the zone boundary.

The same holds on a lattice. Let an interaction \(w(R)\) on an infinite chain with unit spacing have the transform \(W(q)=\sum_{R'}w(R')e^{-iqR'}\). Sampling it at \(N\) mesh points and transforming back gives

\[
\frac1N\sum_q W(q)e^{iqR}=\sum_{R'}w(R')\,\frac1N\sum_q e^{iq(R-R')}=\sum_T w(R+T),
\]

because the inner sum is 1 when \(R-R'\) is a multiple of \(N\) and zero otherwise; \(T\) runs over these multiples. The electron sees the hole and all its periodic images. For a Coulomb interaction the image sum diverges, which is the \(q=0\) divergence seen in real space.

## The head, and two ways to choose it

The cure studied here replaces the infinite term at \(\mathbf q=0\), called the head, by a finite one. One choice is to average \(4\pi/q^2\) over the cubic cell around \(\mathbf q=0\). Since \(1/V\) is the cell volume divided by \((2\pi)^3\), the contribution to \(H\) is minus

\[
\int_{\rm cell}\frac{d^3q}{(2\pi)^3}\frac{4\pi}{\varepsilon q^2}
=\frac{4\pi}{8\pi^3\varepsilon}\,\frac{2\pi}{L}\int_{\rm cube}\frac{d^3x}{x^2}
=\frac{c_{\rm cell}}{\varepsilon L},\qquad c_{\rm cell}=\frac1\pi\int_{\rm cube}\frac{d^3x}{x^2},
\]

where \(\mathbf q=2\pi\mathbf x/L\) and the cube has unit side. Numerical integration gives \(c_{\rm cell}=2.443\).

The other choice asks what a pair much smaller than the box needs. Apply the Laplacian to \(v\). Each term gains a factor \(-q^2\), and the full sum over \(\mathbf q\), including zero, would give a delta function at every box centre \(\mathbf T\). Hence

\[
\nabla^2v=-4\pi\sum_{\mathbf T}\delta(\mathbf r-\mathbf T)+\frac{4\pi}{V}.
\]

Omitting \(\mathbf q=0\) has added a uniform neutralizing background. Near the origin \(v-1/r\) is smooth and has the constant Laplacian \(4\pi/V\). Cubic symmetry forbids a linear term and makes the quadratic term isotropic. As \(\nabla^2r^2=6\), its coefficient is \(4\pi/(6V)\):

\[
v(\mathbf r)=\frac1r-\frac{\xi}{L}+\frac{2\pi r^2}{3L^3}+\dots
\]

The omitted terms start at fourth order. They have zero Laplacian and no spherically symmetric part, so they average to zero over any sphere around the origin that stays clear of the images. The constant must scale as \(1/L\), since \(L\) is the only length in \(v\).

To find \(\xi\), average \(v\) over a normalized Gaussian \((4\pi\alpha)^{-3/2}e^{-r^2/4\alpha}\) much narrower than the box. Its Fourier transform is \(e^{-\alpha q^2}\) and its mean square radius is \(6\alpha\). The average of \(1/r\) is

\[
\int\!\frac{d^3q}{(2\pi)^3}\frac{4\pi e^{-\alpha q^2}}{q^2}=\frac2\pi\int_0^\infty\! e^{-\alpha q^2}dq=\frac1{\sqrt{\pi\alpha}} .
\]

Equating the average of the expansion with that of the Fourier sum gives

\[
\frac{\xi}{L}=\frac1{\sqrt{\pi\alpha}}+\frac{4\pi\alpha}{V}-\frac1V\sum_{\mathbf q\ne0}\frac{4\pi e^{-\alpha q^2}}{q^2},
\]

up to the Gaussian's tail near the images. Numerically \(\xi=2.837\), the Madelung constant of the cubic box. It measures what the mesh sum without its head misses of the integral. A head \(-\xi/(\varepsilon L)\) restores the correct \(-1/(\varepsilon r)\) at short distance.

Both heads have the form \(-c/(\varepsilon L)\), the same for every \(\mathbf k\). They multiply the unit matrix. If \(B_0\) is the binding without head, then

\[
B=B_0+\frac{c}{\varepsilon L},
\]

and the eigenvectors do not depend on \(c\). The head cannot tell a bound pair from an unbound one.

## Why a small box overbinds

Use as a trial state the single pair at \(\mathbf k=0\). It has no kinetic energy, and its diagonal element is the head alone. The lowest eigenvalue cannot lie above a diagonal element, so \(-B\le-c/(\varepsilon L)\), or

\[
B\ge\frac{c}{\varepsilon L}.
\]

This holds for every \(L\) in the model. Overbinding is certain once the right side exceeds \(B_X=1/(2\varepsilon a_X)\), that is, when

\[
L<2c\,a_X .
\]

The threshold is \(5.67\,a_X\) for the Madelung head and \(4.89\,a_X\) for the cell average. For comparison, the mean square electron-hole distance is

\[
\langle r^2\rangle=\frac{4}{a_X^3}\int_0^\infty r^4e^{-2r/a_X}dr=\frac{4}{a_X^3}\,24\left(\frac{a_X}{2}\right)^5=3a_X^2,
\]

so twice the root-mean-square distance is \(3.5\,a_X\). The condition is sufficient, not necessary: larger boxes can overbind too.

The physical reason lies in the kinetic energy. In an infinite crystal, keeping the pair within a distance \(\ell\) gains an attraction of order \(1/(\varepsilon\ell)\) but costs a kinetic energy of order \(1/(\mu\ell^2)\). The two balance near \(\ell\sim a_X\), and for smaller \(\ell\) the cost wins. A periodic box removes the cost. The constant wavefunction is allowed, has zero kinetic energy, and still cannot take the electron far from the hole or its images. The head was designed to repair the potential for a compact pair; here it is credited to a pair spread over the whole box.

The limit of \(B_0\) as \(L/a_X\to0\) follows from second-order perturbation theory. The \(\mathbf k=0\) pair couples to the pair at \(\mathbf q\) with strength \(-4\pi/(\varepsilon Vq^2)\), across an energy difference \(q^2/2\mu\). For the smallest \(q=2\pi/L\) the coupling is \(1/(\pi\varepsilon L)\) and the difference is \(2\pi^2/(\mu L^2)\); their ratio \(L/(2\pi^3a_X)\) vanishes with the box, so second order dominates in that limit. With \(q=2\pi n/L\),

\[
B_0\simeq\sum_{\mathbf q\neq0}\left(\frac{4\pi}{\varepsilon Vq^2}\right)^2\frac{2\mu}{q^2}
=\frac{32\pi^2\mu}{\varepsilon^2L^6}\,\frac{L^6}{(2\pi)^6}\sum_{\mathbf n\ne0}\frac1{n^6}
=\frac{\mu}{\varepsilon^2}\,\frac{S_6}{2\pi^4},
\]

with \(S_6=\sum_{\mathbf n\neq0}n^{-6}=8.40\). The powers of \(L\) cancel. This limit, which assumes a zone large enough for the sum to converge, is \(0.043\,\mu/\varepsilon^2\), or about 9% of \(B_X\). The energy gained from genuine electron-hole correlation in a small box therefore stays a small fraction of \(B_X\), while the head grows as \(1/L\).

## How large the error is

Take the round values \(\mu=0.25\), \(\varepsilon=5\) and \(a=10\) bohr, which stand for no particular material. Then \(a_X=5/0.25=20\) bohr and \(B_X=0.25/(2\times25)=0.005\) hartree, which is 5 mHa or 136 meV. The bindings below are in mHa.

| N | L/a_X | no head | cell average | Madelung | weight at k=0 |
|---|---|---|---|---|---|
| 3 | 1.5 | 0.46 | 16.74 | 19.37 | 0.995 |
| 5 | 2.5 | 0.56 | 10.34 | 11.91 | 0.982 |
| 7 | 3.5 | 0.67 | 7.65 | 8.78 | 0.954 |
| 11 | 5.5 | 1.00 | 5.44 | 6.16 | 0.806 |
| 15 | 7.5 | 1.52 | 4.78 | 5.30 | 0.510 |
| 21 | 10.5 | 2.33 | 4.66 | 5.03 | 0.194 |
| 31 | 15.5 | 3.15 | 4.73 | 4.98 | 0.057 |
| 39 | 19.5 | 3.52 | 4.77 | 4.97 | 0.028 |

For \(N=3\) the box has \(L=30\) bohr, and the Madelung head is \(2.8373/(5\times30)=0.018915\) hartree, or 18.915 mHa. Adding \(B_0=0.456\) mHa gives 19.371 mHa, or 527 meV. The head supplies 97.6% of it, and the total is 3.9 times \(B_X\).

The response to the mass exposes the error. At half the mass, \(B_X\) falls to one half, but the \(N=3\) result falls only to 19.13 mHa, a factor 0.987. The head contains no mass; only the small \(B_0\) does.

## What remains on fine meshes

When the box is much larger than the exciton, the expansion of \(v\) applies wherever \(\psi\) is appreciable. With the Madelung head the constant cancels. The leading error in the potential energy is \(-2\pi r^2/(3\varepsilon L^3)\), and first-order perturbation theory gives

\[
\Delta B=\frac{2\pi\langle r^2\rangle}{3\varepsilon L^3}=\frac{2\pi a_X^2}{\varepsilon L^3},\qquad
\frac{\Delta B}{B_X}=4\pi\left(\frac{a_X}{L}\right)^3 .
\]

The sign is still that of overbinding, but the error now falls as \(1/L^3\). Between \(N=31\) and \(N=39\) the law predicts a drop of 0.0084 mHa, and the computed drop is 0.0087 mHa. At \(N=39\) the law leaves an error of \(4\pi/19.5^3=0.17\%\) of \(B_X\).

The \(N=39\) binding is nevertheless 0.5% below \(B_X\). This is not a mesh error of the kind discussed here. The zone boundary removes the largest wavevectors, and restricting a variational basis can only reduce the binding. Refining the mesh at fixed \(a\) does not cure it. Subtracting the predicted 0.0085 mHa from 4.975 mHa puts the fine-mesh limit of this model near 4.97 mHa.

With the cell average, the short-distance potential keeps a wrong constant, and the binding lies below the Madelung result by

\[
\frac{\xi-c_{\rm cell}}{\varepsilon L}=\frac{0.395}{\varepsilon L},
\]

which is \(0.79\,a_X/L\) relative to \(B_X\). At \(N=39\) this is \(0.395/(5\times390)\) hartree, or 0.20 mHa: 4% of the binding, on a mesh of 59,319 points. Coarse meshes overbind and fine ones underbind, so the curve crosses the correct value, here between \(N=11\) and \(N=15\), and then passes through a minimum. The results at \(N=15\) and \(N=39\) agree to within 0.01 mHa, yet both are about 0.2 mHa too low. Agreement between two meshes is no proof of convergence. These statements concern averaging the \(\mathbf q=0\) cell alone, with all other terms taken at their mesh points.

Without any head, the missing constant is the whole of \(\xi/(\varepsilon L)\). At \(N=39\) the binding is still only 3.52 mHa.

## How to recognize a false exciton

The eigenvector carries the evidence, since the head does not alter it. For an exciton that fits into the box, the amplitude at \(\mathbf k=0\) is

\[
A_0=\frac1{\sqrt V}\int\psi\,d^3r=\frac{1}{\sqrt V}\,\frac{8\pi a_X^3}{\sqrt{\pi a_X^3}},\qquad
|A_0|^2=64\pi\left(\frac{a_X}{L}\right)^3,
\]

where \(\int e^{-r/a_X}d^3r=8\pi a_X^3\) was used. At \(N=39\) this gives 0.027, and the computed weight is 0.028. A resolved exciton is shared among many mesh points. At \(N=3\) the weight is 0.995: the state is almost entirely the free pair at \(\mathbf k=0\), moved down by the head.

The formula also shows where it must fail. It would give a weight above 1 for \(L<(64\pi)^{1/3}a_X=5.9\,a_X\), which is impossible: in such a box the periodic copies of \(\psi\) overlap, and the formula, which assumes that \(\psi\) fits into the box, no longer applies. This length is close to the Madelung threshold of \(5.67\,a_X\), which came from an energy argument.

## What to do about it

**Compare the box with the exciton.** Estimate \(a_X=\varepsilon/\mu\) from the band masses and the dielectric constant, and compute \(L=Na\). Below about \(6\,a_X\), do not read the result as a binding energy. With the Madelung head, the \(1/L^3\) law gives a 1% error at \(L=(400\pi)^{1/3}a_X=10.8\,a_X\). The computed excess at \(10.5\,a_X\) over the fine-mesh limit of 4.97 mHa is somewhat larger than the law, about 0.07 mHa or 1.4% of \(B_X\), so \(12\,a_X\) is a more prudent target for this example, where \(a_X=2a\). In the example this means \(N=24\). In reciprocal space the mesh spacing \(2\pi/L\) is then about half of \(1/a_X\), the scale on which the amplitude varies. These lengths assume an exciton that is large compared with the lattice constant; when \(a_X\) is comparable to \(a\) or smaller, the zone boundary distorts the state and the hydrogenic law cannot be relied on.

**Use the head that suits a compact pair.** In a cubic box with isotropic screening, a result obtained with the averaged \(\mathbf q=0\) cell needs no new diagonalization: add \((\xi-c_{\rm cell})/(\varepsilon L)\). This removes the \(1/L\) error on a fine mesh. On a coarse mesh it makes the overbinding worse, since \(\xi>c_{\rm cell}\) and the constant \(\xi\) was derived for a pair much smaller than the box. For other box shapes or anisotropic screening, the constant must be computed anew.

**Report the head separately.** Subtract \(c/(\varepsilon L)\) from \(B\) and look at \(B_0\). If the head is nearly all of \(B\), and the weight at the band edge is close to 1, the mesh has not found the exciton.

**Do not extrapolate from coarse meshes.** There \(B\) is nearly linear in \(1/L\), which invites a straight line. Through the Madelung values at \(L=30\) and 50 bohr, its intercept at \(1/L=0\) is

\[
\frac{50\times11.91-30\times19.37}{50-30}\ \text{mHa}=0.7\ \text{mHa},
\]

instead of 5 mHa. The head, exactly linear in \(1/L\), drops out of the intercept, which is only the extrapolation of the small values \(B_0=0.46\) and 0.56 mHa. Extrapolation is justified once the box holds the exciton. Even then a straight line in \(1/L\) leaves the \(1/L^3\) term behind: through \(N=31\) and \(N=39\) it gives 4.94 mHa, whichever head is used. With the Madelung head, an extrapolation in \(1/L^3\) through the same two meshes gives 4.97 mHa.

## Where the argument changes

The bound rests on a diagonal element, so it is easily adapted. If the mesh is shifted and its point nearest the band edge has wavevector \(k_0\), the trial pair costs kinetic energy, and

\[
B\ge\frac{c}{\varepsilon L}-\frac{k_0^2}{2\mu},
\]

with \(B\) still measured from the true gap. As \(k_0\) scales as \(1/L\), the cost grows as \(1/L^2\) and can outweigh the head in a small box; a shifted coarse mesh need not overbind. Repulsive electron-hole exchange likewise subtracts its diagonal element from the bound.

The constants given here belong to three dimensions. The heads \(c/(\varepsilon L)\) need only an attraction that behaves as \(4\pi/(\varepsilon q^2)\) at small \(q\). The coefficient of the \(1/L^3\) law needs more: it was derived for screening that does not depend on \(q\). If the attraction is \(4\pi/(\varepsilon q^2)+W_0+\dots\) at small \(q\), a head that leaves out \(W_0\) misses the further constant \(W_0/V\), which changes \(B\) by \(-W_0/L^3\), and \(\langle r^2\rangle\) is no longer \(3a_X^2\). In a layer or a wire the small-\(q\) interaction is different, and the head has to be derived again. The numerical check checks the box equivalence, both constants, the small-box and large-box limits, and the response to the mass.

## Calculated quantities

```
reduced mass mu = 0.25 m_e, screening eps = 5.0
lattice constant a = 10.0 bohr, exciton radius a_X = 20.0 bohr
hydrogenic binding = 5.000 mHa = 136.1 meV
ring vs k-mesh spectra, largest difference = 1.8e-15
Madelung constant xi = 2.837297
cell-average constant c_cell = 2.442750
cell average by volume quadrature = 2.4426
r^2 coefficient of box potential (L=1) = 2.1022
expected 2 pi/3 = 2.0944
mean of box potential (L=1), quadrature = -0.0014
first Fourier coefficient, quadrature = 0.3169
expected 1/pi = 0.3183
threshold 2 xi a_X = 113.5 bohr = 5.67 a_X
threshold 2 c_cell a_X = 97.7 bohr = 4.89 a_X
lattice sum S6 = 8.4006
small-box limit of B0, second order = 0.4312 mHa
B0 computed at L = 0.1 a_X = 0.4345 mHa
Bindings in mHa: no head, cell-average head, Madelung head
 N  L/bohr  L/a_X  no head  cell av.  Madelung  k=0 weight
 3     30    1.5    0.456    16.741    19.371     0.9949
 5     50    2.5    0.564    10.335    11.913     0.9817
 7     70    3.5    0.674     7.653     8.780     0.9536
 9     90    4.5    0.813     6.242     7.118     0.8995
11    110    5.5    0.999     5.441     6.158     0.8057
15    150    7.5    1.519     4.776     5.302     0.5100
21    210   10.5    2.332     4.659     5.035     0.1939
31    310   15.5    3.153     4.729     4.983     0.0567
39    390   19.5    3.520     4.772     4.975     0.0280
N=3 Madelung head = 18.915 mHa
N=3 share of head in binding = 97.6 %
N=3 binding, Madelung head = 527.1 meV
N=3 binding / hydrogenic binding = 3.87
N=39 binding / hydrogenic binding = 0.9949
N=3 binding at half the mass = 19.129 mHa
ratio to full mass, N=3 mesh = 0.987
ratio to full mass, hydrogenic = 0.500
binding drop N=31 to 39, computed = 0.00873 mHa
binding drop N=31 to 39, 1/L^3 law = 0.00840 mHa
k=0 weight at N=39, hydrogenic law = 0.0271
cell-average deficit at N=39 = 0.202 mHa
```
